# Ladder Vertex Corrections and Current Conservation in an Alloy Chain: test program

```python
# RESULT UNDER TEST
# In a random-alloy chain between two clean leads, the coherent-potential
# approximation (CPA) conserves current at every site only with the ladder
# vertex correction:
#   omega_i = w_i * ( [G X G^+]_ii + sum_{j != i} |G_ij|^2 omega_j ),
#   w_i = sum_q c_q |t_iq|^2,
# and its transmission differs from the true disorder average first at fourth
# order: 2 (mu2/v^2)^2 sum_{i<j} cos(4 k (j-i)).
# G: CPA Green function; X: lead coupling (source); t_iq: scattering matrix of
# species q on site i; c_q: probability; mu2: variance of the site energy;
# E = -2 hop cos k; v = 2 hop sin k (lead coupling strength).
# Brute-force averages come from wave matching, without Green functions.
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq


def solve_cpa(energy, hop, levels, probs, n):
    """Site-dependent CPA; returns G, self-energy, w and lead coupling."""
    levels, probs = np.asarray(levels, float), np.asarray(probs, float)
    k = np.arccos(-energy / (2 * hop))
    clean = energy * np.eye(n) + hop * (np.eye(n, k=1) + np.eye(n, k=-1))
    clean = clean.astype(complex)
    clean[0, 0] += hop * np.exp(1j * k)
    clean[-1, -1] += hop * np.exp(1j * k)
    self_energy = np.full(n, probs @ levels, dtype=complex)
    tolerance = 1e-12 * np.ptp(levels)
    for _ in range(5000):
        green = np.linalg.inv(clean - np.diag(self_energy))
        local = np.diag(green)
        shift = levels[:, None] - self_energy[None, :]
        scatter = shift / (1 - shift * local)
        mean = probs @ scatter
        if np.max(np.abs(mean)) < tolerance:
            break
        self_energy = self_energy + mean / (1 + mean * local)
    else:
        raise AssertionError("CPA iteration did not converge")
    return green, self_energy, probs @ np.abs(scatter)**2, 2 * hop * np.sin(k)


def ladder(green, weight, source):
    """Vertex correction for a site-diagonal source."""
    square = np.abs(green)**2
    hops = square - np.diag(np.diag(square))
    matrix = np.eye(len(weight)) - weight[:, None] * hops
    return np.linalg.solve(matrix, weight * (square @ source))


def end_source(n, site, gamma):
    source = np.zeros(n)
    source[site] = gamma
    return source


def cpa_transmission(energy, hop, levels, probs, n):
    """Transmission with the ladder and with the averaged G alone."""
    green, _, weight, gamma = solve_cpa(energy, hop, levels, probs, n)
    source = end_source(n, 0, gamma)
    omega = ladder(green, weight, source)
    last_row = np.abs(green[-1])**2
    return gamma * last_row @ (source + omega), gamma * last_row @ source


def wave_transmission(energy, hop, site_energy):
    """Wave matching for many configurations (rows) at once."""
    k = np.arccos(-energy / (2 * hop))
    right = np.full(len(site_energy), np.exp(1j * k))
    here = np.ones(len(site_energy), dtype=complex)
    for j in range(site_energy.shape[1] - 1, -1, -1):
        left = (site_energy[:, j] - energy) / hop * here - right
        right, here = here, left
    incoming = (right - here * np.exp(-1j * k)) / (2j * np.sin(k))
    return 1 / np.abs(incoming)**2


def all_sequences(probs, n):
    species = (np.arange(2**n)[:, None] >> np.arange(n)) & 1
    return species, np.prod(np.asarray(probs)[species], axis=1)


def brute_transmission(energy, hop, levels, probs, n):
    species, weight = all_sequences(probs, n)
    return weight @ wave_transmission(energy, hop, np.asarray(levels)[species])


def check_conservation(energy, hop, levels, probs, n):
    """Ward identity, uniform bond current, voltage probes, loss without ladder."""
    green, self_energy, weight, gamma = solve_cpa(energy, hop, levels, probs, n)
    loss_rate = -2 * self_energy.imag
    spectral = -2 * np.diag(green).imag
    left, right = end_source(n, 0, gamma), end_source(n, -1, gamma)
    assert np.all(loss_rate > 0)
    assert np.allclose(ladder(green, weight, left + right), loss_rate,
                       rtol=1e-8, atol=1e-10 * hop)
    square = np.abs(green)**2
    series = weight[:, None] * (square - np.diag(np.diag(square)))
    radius = np.max(np.abs(np.linalg.eigvals(series)))
    assert radius < 1

    def bonds_and_density(in_scatter):
        density = (green * (left + in_scatter)) @ green.conj().T
        return -2 * hop * np.diag(density, 1).imag, np.diag(density).real

    omega = ladder(green, weight, left)
    bonds, density = bonds_and_density(omega)
    total = gamma * density[-1]
    assert np.allclose(bonds, total, atol=1e-9)
    assert abs(gamma * (spectral[0] - density[0]) - total) < 1e-9
    omega_back = ladder(green, weight, right)
    assert abs(gamma * square[0] @ (right + omega_back) - total) < 1e-9
    occupation = density / spectral
    assert np.all((occupation > 0) & (occupation < 1))

    # floating voltage probes, eliminated as a circuit
    between = loss_rate[:, None] * square * loss_rate[None, :]
    np.fill_diagonal(between, 0)
    from_left = loss_rate * square[:, 0] * gamma
    from_right = loss_rate * square[:, -1] * gamma
    circuit = np.diag(between.sum(1) + from_left + from_right) - between
    probe_total = gamma**2 * square[-1, 0] + from_right @ np.linalg.solve(
        circuit, from_left)
    assert abs(probe_total - total) < 1e-9

    bare_bonds, bare_density = bonds_and_density(np.zeros(n))
    entering = gamma * (spectral[0] - bare_density[0])
    leaving = gamma * bare_density[-1]
    assert entering - leaving > 1e-3
    assert abs(entering - leaving - loss_rate @ bare_density) < 1e-9
    assert np.all(np.diff(bare_bonds) < 0)
    return dict(green=green, S=self_energy, w=weight, gamma=gamma,
                spectral=spectral, total=total, entering=entering,
                leaving=leaving, occupation=occupation, radius=radius,
                omega=omega, rate=loss_rate)


# ---------- general tests, energies in units of the hopping ----------
check_conservation(0.4, 1.0, [1.5, -1.0, 0.3], [0.3, 0.5, 0.2], 9)
one_cpa, _ = cpa_transmission(-0.5, 1.0, [2.0, -0.7], [0.3, 0.7], 1)
one_exact = brute_transmission(-0.5, 1.0, [2.0, -0.7], [0.3, 0.7], 1)
assert abs(one_cpa - one_exact) < 1e-10

# wave matching against the Green-function transmission, one configuration
test_levels = np.array([0.8, -0.4, 0.3, -1.1, 0.6])
k_test = 1.3
inverse = np.diag(-2 * np.cos(k_test) - test_levels).astype(complex)
inverse += np.eye(5, k=1) + np.eye(5, k=-1)
inverse[0, 0] += np.exp(1j * k_test)
inverse[-1, -1] += np.exp(1j * k_test)
t_green = (2 * np.sin(k_test))**2 * abs(np.linalg.inv(inverse)[0, -1])**2
t_wave = wave_transmission(-2 * np.cos(k_test), 1.0, test_levels[None, :])[0]
assert abs(t_green - t_wave) < 1e-12

# weak disorder: averaging over both signs removes the odd orders
n_weak, k_weak, conc, contrast = 7, 1.1, 0.3, 0.03
e_weak, v_weak = -2 * np.cos(k_weak), 2 * np.sin(k_weak)
weak = []
for sign in (1, -1):
    lev = sign * contrast * np.array([1 - conc, -conc])
    pr = np.array([conc, 1 - conc])
    weak.append((brute_transmission(e_weak, 1.0, lev, pr, n_weak),
                 *cpa_transmission(e_weak, 1.0, lev, pr, n_weak)))
weak_exact, weak_cpa, weak_bare = np.mean(weak, axis=0)
strength = conc * (1 - conc) * contrast**2 / v_weak**2
crossed = 2 * strength**2 * sum(np.cos(4 * k_weak * (j - i))
                               for i in range(n_weak) for j in range(i + 1, n_weak))
assert abs((1 - weak_exact) / (n_weak * strength) - 1) < 0.01
assert abs((1 - weak_bare) / (2 * n_weak * strength) - 1) < 0.01
assert abs((weak_cpa - weak_bare) / (n_weak * strength) - 1) < 0.01
assert abs((weak_exact - weak_cpa) / crossed - 1) < 0.02

# ---------- superlattice example; rough typical GaAs/AlGaAs inputs ----------
monolayer, offset = 0.283, 0.23            # nm, eV
mass_well, mass_barrier = 0.067, 0.092     # free-electron masses
barrier_layers, n_wells = 8, 12
energy = -10.0                             # meV from contact miniband centre
half_half = np.array([0.5, 0.5])
kinetic = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # eV nm^2


def layer(e, potential, mass, width):
    """Transfer matrix of (psi, psi'/mass) across a uniform layer."""
    q = np.sqrt(complex(mass * (e - potential) / kinetic))
    c, s = np.cos(q * width), np.sin(q * width)
    return np.array([[c, mass * s / q], [-q * s / mass, c]]).real


def period(e, well_layers, mass):
    half = layer(e, offset, mass_barrier, barrier_layers * monolayer / 2)
    return half @ layer(e, 0.0, mass, well_layers * monolayer) @ half


def band_edge(well_layers, mass, cosine, start):
    def gap(e):
        return np.trace(period(e, well_layers, mass)) / 2 - cosine
    grid = np.arange(start, 0.6, 0.002)
    values = np.array([gap(e) for e in grid])
    first = np.nonzero(values[:-1] * values[1:] < 0)[0][0]
    return brentq(gap, grid[first], grid[first + 1], xtol=1e-13)


def miniband(well_layers, mass):
    """Centre and hopping (quarter width) in meV, and top in eV."""
    bottom = band_edge(well_layers, mass, 1.0, 0.0101)
    top = band_edge(well_layers, mass, -1.0, bottom + 1e-6)
    return 500 * (bottom + top), 250 * (top - bottom), top


bands = {m: miniband(m, mass_well) for m in (17, 18, 19, 20)}
centre, hop, top = bands[18]
level = {m: bands[m][0] - centre for m in bands}
levels = np.array([level[17], level[19]])
second_gap = 1000 * (band_edge(18, mass_well, -1.0, top + 1e-3) - top)

ex = check_conservation(energy, hop, levels, half_half, n_wells)
exact = brute_transmission(energy, hop, levels, half_half, n_wells)
table = []
for n in (4, 8, 12, 16):
    full, bare = cpa_transmission(energy, hop, levels, half_half, n)
    true = brute_transmission(energy, hop, levels, half_half, n)
    assert abs(full - true) < 0.3 * abs(bare - true)
    table.append((n, true, full, bare))

# long chains: linear CPA resistance against localization
long_cpa = [cpa_transmission(energy, hop, levels, half_half, n)[0]
            for n in (60, 120, 180)]
steps = np.diff(1 / np.array(long_cpa))
assert abs(steps[1] / steps[0] - 1) < 0.02
rng = np.random.default_rng(7)
sample = wave_transmission(energy, hop, levels[rng.integers(0, 2, (20000, 180))])
long_mean, long_error = sample.mean(), sample.std() / np.sqrt(len(sample))
assert long_cpa[2] > long_mean + 5 * long_error

# neglected: full envelope equation (band shape, hopping disorder, higher bands)
e_abs = (centre + energy) / 1000
_, bloch = np.linalg.eig(period(e_abs, 18, mass_well))
inverses = np.array([np.linalg.inv(period(e_abs, m, mass_well)) for m in (17, 19)])
species, seq_weight = all_sequences(half_half, n_wells)
state = np.tile(bloch[:, 0], (len(species), 1))
for j in range(n_wells - 1, -1, -1):
    state = np.einsum('cij,cj->ci', inverses[species[:, j]], state)
parts = np.linalg.solve(bloch, state.T)
assert np.allclose(np.abs(parts[0])**2 - np.abs(parts[1])**2, 1, atol=1e-7)
envelope = seq_weight @ (1 / np.abs(parts[0])**2)

# neglected: one-monolayer islands on a fifth of every well
island = 0.2
rough, _ = cpa_transmission(energy, hop, [level[m] for m in (17, 18, 19, 20)],
                            [0.5 * (1 - island), 0.5 * island] * 2, n_wells)

# neglected: nonparabolic mass, raised by (level energy)/(band gap)
mass_gap = 1.5                             # eV, rough
heavy = mass_well * (1 + centre / 1000 / mass_gap)
heavy_bands = [miniband(m, heavy) for m in (17, 18, 19)]
heavy_levels = [heavy_bands[0][0] - heavy_bands[1][0],
                heavy_bands[2][0] - heavy_bands[1][0]]
heavy_t, _ = cpa_transmission(energy, heavy_bands[1][1], heavy_levels,
                              half_half, n_wells)

# neglected: thermal smearing and optical-phonon absorption
grid = np.linspace(-1.9999 * hop, 1.9999 * hop, 401)
curve = np.array([brute_transmission(e, hop, levels, half_half, n_wells)
                  for e in grid])
boltzmann = const.k / const.e * 1000       # meV/K


def thermal(temperature):
    kt = boltzmann * temperature
    window = 1 / (4 * kt * np.cosh((grid - energy) / (2 * kt))**2)
    return trapezoid(curve * window, grid), trapezoid(window, grid)


dwell = const.hbar / const.e * 1e15 * ex['spectral'].sum() / 2   # ps
phonon, emission_time = 36.0, 0.15         # meV, ps, rough


def absorption_time(temperature):
    return emission_time * np.expm1(phonon / (boltzmann * temperature))


quantum = 2 * const.e**2 / const.h * 1e6   # microsiemens
mid = n_wells // 2
print(f"Weak test: sites {n_weak}, k {k_weak} rad, contrast {contrast} hop, c {conc}")
print(f"Weak test: N*mu2/v^2 = {n_weak*strength:.4e}")
print(f"Weak test: 1-T brute {1-weak_exact:.4e}, CPA without ladder {1-weak_bare:.4e}")
print(f"Weak test: brute minus CPA+ladder = {weak_exact-weak_cpa:.4e}")
print(f"Weak test: fourth-order crossed formula = {crossed:.4e}")
print(f"One site, strong disorder: T brute {one_exact:.6f}, CPA+ladder {one_cpa:.6f}")
print(f"Inputs: monolayer {monolayer} nm, band offset {offset} eV")
print(f"Inputs: well mass {mass_well}, barrier mass {mass_barrier} electron masses")
print(f"Inputs: barrier {barrier_layers} monolayers = {barrier_layers*monolayer:.3f} nm")
print(f"Inputs: wells 17 or 19 monolayers, probability {half_half[0]}; contacts 18")
print(f"Inputs: {n_wells} wells, energy {energy} meV from contact miniband centre")
print(f"Contact miniband centre = {centre:.2f} meV above the well bottom")
print(f"Hopping = {hop:.3f} meV, miniband width = {4*hop:.2f} meV")
print(f"Site energies: 17 layers {levels[0]:+.3f} meV, 19 layers {levels[1]:+.3f} meV")
print(f"k = {np.arccos(-energy/(2*hop)):.4f} rad, v = {ex['gamma']:.3f} meV")
print(f"Device length = {n_wells*(18+barrier_layers)*monolayer:.1f} nm")
print(f"Mid-chain S = {ex['S'][mid].real:.4f} {ex['S'][mid].imag:+.4f} i meV")
print(f"Mid-chain Lambda = {ex['rate'][mid]:.4f} meV, w = {ex['w'][mid]:.3f} meV^2")
print(f"Mid-chain Omega (left source) = {ex['omega'][mid]:.4f} meV")
print(f"Spectral radius of the ladder series = {ex['radius']:.4f}")
print(f"Occupation (left 1, right 0): first well {ex['occupation'][0]:.4f}, "
      f"last {ex['occupation'][-1]:.4f}")
print(f"Without ladder: entering {ex['entering']:.4f}, leaving {ex['leaving']:.4f}, "
      f"lost {ex['entering']-ex['leaving']:.4f}")
print(f"With ladder: transmission = {ex['total']:.4f} (same on every bond)")
print(f"Brute-force average transmission = {exact:.4f}")
print(f"Relative error of CPA+ladder = {100*(ex['total']/exact-1):+.2f} %")
print(f"Conductance per transverse mode: CPA+ladder {quantum*ex['total']:.2f} uS, "
      f"brute {quantum*exact:.2f} uS")
print("Wells | brute force | CPA+ladder | CPA without ladder")
for n, true, full, bare in table:
    print(f"{n:5d} | {true:.4f} | {full:.4f} | {bare:.4f}")
print(f"CPA+ladder T at 60, 120, 180 wells: {long_cpa[0]:.4f}, {long_cpa[1]:.4f}, "
      f"{long_cpa[2]:.4f}")
print(f"CPA 1/T increments per 60 wells: {steps[0]:.4f}, {steps[1]:.4f}")
print(f"180 wells, 20000 samples: mean T = {long_mean:.4f} +- {long_error:.4f}")
print(f"180 wells: typical T, exp(mean ln T) = {np.exp(np.log(sample).mean()):.2e}")
print(f"Neglected, full envelope equation: brute-force T = {envelope:.4f}")
print(f"Hopping of 17 and 19 layer wells: {bands[17][1]:.3f}, {bands[19][1]:.3f} meV")
print(f"Gap to the second miniband = {second_gap:.1f} meV")
print(f"Neglected, islands on {100*island:.0f} % of each well: CPA+ladder T = {rough:.4f}")
print(f"Neglected, nonparabolic mass {heavy:.4f} (gap {mass_gap} eV): "
      f"CPA+ladder T = {heavy_t:.4f}")
for temperature in (4, 77):
    average, inside = thermal(temperature)
    print(f"Thermal brute-force T at {temperature} K = {average:.4f}, "
          f"window inside miniband {inside:.4f}")
print(f"Mean dwell time = {dwell:.3f} ps")
print(f"Phonon inputs: energy {phonon} meV, emission time {emission_time} ps (rough)")
print(f"Phonon absorption time: 77 K {absorption_time(77):.1f} ps, "
      f"300 K {absorption_time(300):.2f} ps")
print("ALL CHECKS PASSED")
```

It prints:

```
Weak test: sites 7, k 1.1 rad, contrast 0.03 hop, c 0.3
Weak test: N*mu2/v^2 = 4.1643e-04
Weak test: 1-T brute 4.1628e-04, CPA without ladder 8.3251e-04
Weak test: brute minus CPA+ladder = -2.4257e-08
Weak test: fourth-order crossed formula = -2.4276e-08
One site, strong disorder: T brute 0.764265, CPA+ladder 0.764265
Inputs: monolayer 0.283 nm, band offset 0.23 eV
Inputs: well mass 0.067, barrier mass 0.092 electron masses
Inputs: barrier 8 monolayers = 2.264 nm
Inputs: wells 17 or 19 monolayers, probability 0.5; contacts 18
Inputs: 12 wells, energy -10.0 meV from contact miniband centre
Contact miniband centre = 75.17 meV above the well bottom
Hopping = 11.140 meV, miniband width = 44.56 meV
Site energies: 17 layers +5.445 meV, 19 layers -4.897 meV
k = 1.1053 rad, v = 19.909 meV
Device length = 88.3 nm
Mid-chain S = 0.2243 -1.4412 i meV
Mid-chain Lambda = 2.8825 meV, w = 31.052 meV^2
Mid-chain Omega (left source) = 1.3959 meV
Spectral radius of the ladder series = 0.4943
Occupation (left 1, right 0): first well 0.7242, last 0.2758
Without ladder: entering 0.9984, leaving 0.1751, lost 0.8233
With ladder: transmission = 0.5327 (same on every bond)
Brute-force average transmission = 0.4942
Relative error of CPA+ladder = +7.80 %
Conductance per transverse mode: CPA+ladder 41.28 uS, brute 38.29 uS
Wells | brute force | CPA+ladder | CPA without ladder
    4 | 0.7631 | 0.7760 | 0.5649
    8 | 0.6058 | 0.6314 | 0.3141
   12 | 0.4942 | 0.5327 | 0.1751
   16 | 0.4101 | 0.4607 | 0.0976
CPA+ladder T at 60, 120, 180 wells: 0.1851, 0.1020, 0.0704
CPA 1/T increments per 60 wells: 4.4049, 4.4049
180 wells, 20000 samples: mean T = 0.0035 +- 0.0002
180 wells: typical T, exp(mean ln T) = 1.67e-06
Neglected, full envelope equation: brute-force T = 0.6487
Hopping of 17 and 19 layer wells: 12.306, 10.119 meV
Gap to the second miniband = 125.2 meV
Neglected, islands on 20 % of each well: CPA+ladder T = 0.5264
Neglected, nonparabolic mass 0.0704 (gap 1.5 eV): CPA+ladder T = 0.5130
Thermal brute-force T at 4 K = 0.4939, window inside miniband 1.0000
Thermal brute-force T at 77 K = 0.4009, window inside miniband 0.8565
Mean dwell time = 0.395 ps
Phonon inputs: energy 36.0 meV, emission time 0.15 ps (rough)
Phonon absorption time: 77 K 33.9 ps, 300 K 0.45 ps
ALL CHECKS PASSED
```
